# Bounding a Dopant's Interstitial Fraction from Retarded Diffusion: a numerical check

```python
"""
Result under test: if a dopant diffuses by interstitials (fraction f) and
vacancies (fraction 1-f), and the defect supersaturations obey s_I*s_V = 1,
then a diffusivity ratio r = D/D_inert < 1 during interstitial injection
(s_I >= 1) implies f <= f_max(r) = (1 - sqrt(1-r^2))/2.
P denotes the product of time-averaged s_I and s_V (P >= 1 keeps the bound).
The example is a buried Sb marker in Si with round, rough parameters.
Lengths in nm, times in s unless a name says otherwise.
"""
import itertools
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import quad, solve_ivp
from scipy.linalg import solve_banded
from scipy.optimize import brentq, minimize_scalar
from scipy.special import erfc


def f_max(r, P=1.0):
    return 0.5 * (1 - np.sqrt(1 - r**2 / P))


def flux_ratio(f, s_i, s_v):
    return f * s_i + (1 - f) * s_v


def smallest_ratio(f, P=1.0):
    """Numerical minimum of the flux law over all s_I >= 1."""
    def law(log_s):
        return flux_ratio(f, np.exp(log_s), P * np.exp(-log_s))
    best = minimize_scalar(law, bounds=(0, 14), method="bounded",
                           options={"xatol": 1e-10})
    return min(best.fun, law(0.0))


def largest_feasible_f(r, P=1.0):
    return brentq(lambda f: smallest_ratio(f, P) - r, 1e-8, 0.999,
                  xtol=1e-13)


# --- the bound against direct numerical minimization of the flux law
bound_error = max(abs(largest_feasible_f(r) - f_max(r))
                  for r in (0.1, 0.3, 0.5, 0.7, 0.9, 0.98))
assert bound_error < 1e-7
for r, P in ((0.3, 0.8), (0.5, 0.9), (0.8, 0.8), (0.6, 1.3)):
    assert r <= 2 * P / (1 + P)
    assert abs(largest_feasible_f(r, P) - f_max(r, P)) < 1e-7

# --- random histories: averages, direct exchange, and the other branch
rng = np.random.default_rng(4)
tested_histories = 0
for trial in range(20000):
    f = rng.random()**2
    history = np.exp(rng.normal(rng.uniform(0, 3), 0.4, size=6))
    mean_i, mean_v = history.mean(), (1 / history).mean()
    assert mean_i * mean_v >= 1 - 1e-12
    ratio = flux_ratio(f, mean_i, mean_v)
    if mean_i >= 1 and ratio < 1:
        tested_histories += 1
        assert f <= f_max(ratio) + 1e-12
    s = np.exp(rng.uniform(0.01, 3))
    exchange = rng.random() * (1 - f)
    ratio = f * s + (1 - f - exchange) / s + exchange
    if ratio < 1:
        assert f <= f_max(ratio) + 1e-12
    ratio = flux_ratio(f, s, 1 / s)
    assert abs((ratio * s - 1) / (s**2 - 1) - f) < 1e-10
    if ratio < 1:
        assert f < 1 / (1 + s) < 0.5
    ratio = flux_ratio(f, 1 / s, s)
    if ratio < 1:
        assert f >= 1 - f_max(ratio) - 1e-12
assert tested_histories > 1000

# --- small-ratio expansion
x = sp.symbols("x", positive=True)
series = sp.series((1 - sp.sqrt(1 - x**2)) / 2, x, 0, 6).removeO()
assert sp.simplify(series - x**2 / 4 - x**4 / 16) == 0


# --- defect kinetics: injection, recombination, surface exchange
def steady_defects(injection, vacancy_source):
    def rates(t, y):
        recombine = 1 - y[0] * y[1]
        return [injection + recombine - 0.5 * (y[0] - 1),
                recombine + vacancy_source * (1 - y[1])]
    run = solve_ivp(rates, (0, 200), [1, 1], method="Radau",
                    rtol=1e-9, atol=1e-11)
    return run.y[:, -1]


steady_products = [float(np.prod(steady_defects(g, 0.0))) for g in (0.5, 2, 5)]
assert max(abs(p - 1) for p in steady_products) < 1e-6
sourced_product = float(np.prod(steady_defects(2, 0.3)))
assert sourced_product > 1.01

# --- worked example: marker widths
temperature = 1000 + constants.zero_Celsius
hour = constants.hour
anneal = 5 * hour
width_0, width_inert, width_ox = 30.0, 60.0, 45.0


def ratio_from_widths(w0, wi, wo):
    return (wo**2 - w0**2) / (wi**2 - w0**2)


d_inert = (width_inert**2 - width_0**2) / (2 * anneal)
r_meas = ratio_from_widths(width_0, width_inert, width_ox)
bound = f_max(r_meas)
s_star = (1 + np.sqrt(1 - r_meas**2)) / r_meas
assert abs(flux_ratio(bound, s_star, 1 / s_star) - r_meas) < 1e-12
width_error = 1.0
corner_r = [ratio_from_widths(width_0 + a, width_inert + b, width_ox + c)
            for a, b, c in itertools.product((-width_error, width_error),
                                             repeat=3)]
r_low, r_high = min(corner_r), max(corner_r)

# --- synthetic experiment with known f and decaying injection
f_true, s_start, decay_time, decay_power = 0.03, 6.0, hour, 0.25


def s_injected(t):
    return 1 + (s_start - 1) * (1 + t / decay_time)**(-decay_power)


mean_i = quad(s_injected, 0, anneal)[0] / anneal
mean_v = quad(lambda t: 1 / s_injected(t), 0, anneal)[0] / anneal
r_average = flux_ratio(f_true, mean_i, mean_v)
marker_depth, domain = 500.0, 1000.0
decay_length = 10000.0


def marker_variances(points, steps, mode):
    """Evolve dC/dt = d2(D C)/dx2; return initial and final variance."""
    depth = np.linspace(0, domain, points)
    dx, dt = depth[1] - depth[0], anneal / steps
    a = dt / (2 * dx**2)
    conc = np.exp(-(depth - marker_depth)**2 / (2 * width_0**2))

    def diffusivity(t):
        if mode == "inert":
            return np.full(points, d_inert)
        s = np.full(points, s_injected(t))
        if mode == "depth":
            s = 1 + (s - 1) * np.exp(-(depth - marker_depth) / decay_length)
        return d_inert * flux_ratio(f_true, s, 1 / s)

    def variance(c):
        mean = (depth * c).sum() / c.sum()
        return ((depth - mean)**2 * c).sum() / c.sum()

    start = variance(conc)
    d_old = diffusivity(0.0)
    for k in range(steps):
        d_new = diffusivity((k + 1) * dt)
        u = np.pad(d_old * conc, 1)
        rhs = conc + a * (u[2:] - 2 * u[1:-1] + u[:-2])
        bands = np.array([-a * d_new, 1 + 2 * a * d_new, -a * d_new])
        conc = solve_banded((1, 1), bands, rhs)
        d_old = d_new
    return start, variance(conc)


def simulated_ratio(points, steps, mode):
    v0, v_inert = marker_variances(points, steps, "inert")
    w0, v_ox = marker_variances(points, steps, mode)
    return (v_ox - w0) / (v_inert - v0)


r_coarse = simulated_ratio(401, 200, "uniform")
r_fine = simulated_ratio(801, 400, "uniform")
r_depth = simulated_ratio(801, 400, "depth")
mesh_shift = r_fine - r_coarse
assert abs(mesh_shift) < 1e-4
assert abs(r_fine - r_average) < 1e-4
assert f_true <= f_max(r_fine) < 0.5
assert abs(r_depth - r_fine) < 0.01

# --- recombination lag: vacancies start at equilibrium, s_I jumps at once
lag_time = 0.5 * hour
lag_run = solve_ivp(
    lambda t, y: [(1 - s_injected(t) * y[0]) / lag_time, y[0] / anneal],
    (0, anneal), [1.0, 0.0], method="Radau", rtol=1e-9, atol=1e-11,
    t_eval=np.linspace(0, anneal, 1001))
assert lag_run.success
lag_mean_v = lag_run.y[1, -1]
lag_product = mean_i * lag_mean_v
lag_min_product = (s_injected(lag_run.t) * lag_run.y[0]).min()
r_lag = flux_ratio(f_true, mean_i, lag_mean_v)
assert lag_min_product < 1 < lag_product
assert r_lag > r_average and f_true <= f_max(r_lag)

# --- sizes of other neglected effects for the measured example
k_ev = constants.k / constants.e
activation, mismatch = 4.0, 2.0
thermal_factor = np.exp(activation / k_ev
                        * (1 / temperature - 1 / (temperature + mismatch)))
dose, n_intrinsic = 5e12, 1e19
peak = dose / (np.sqrt(2 * np.pi) * width_0 * 1e-7)
half = peak / (2 * n_intrinsic)
fermi_factor = half + np.sqrt(1 + half**2)
sink_product = 0.9
sink_bound = f_max(r_meas, sink_product)
assert abs(largest_feasible_f(r_meas, sink_product) - sink_bound) < 1e-7
oxide, consumed_fraction = 200.0, 0.44
final_depth = marker_depth - consumed_fraction * oxide
tail = 0.5 * erfc(final_depth / (np.sqrt(2) * width_inert))
assert tail < 1e-6

# --- printed numbers
print(f"temperature: {temperature - constants.zero_Celsius:.0f} C")
print(f"anneal time: {anneal / hour:.1f} h")
print(f"marker width, initial: {width_0:.1f} nm")
print(f"marker width, inert: {width_inert:.1f} nm")
print(f"marker width, oxidized: {width_ox:.1f} nm")
print(f"inert variance growth: {width_inert**2 - width_0**2:.0f} nm^2")
print(f"oxidized variance growth: {width_ox**2 - width_0**2:.0f} nm^2")
print(f"inert diffusivity: {d_inert * 1e-14:.3e} cm^2/s")
print(f"diffusivity ratio r: {r_meas:.4f} (no unit)")
print(f"upper bound on f: {bound:.5f} (no unit)")
print(f"upper bound on f: {100 * bound:.2f} percent")
print(f"small-r estimate r^2/4: {r_meas**2 / 4:.5f} (no unit)")
print(f"s_I at which bound is reached: {s_star:.3f} (no unit)")
print(f"least s_I allowed, 1/r: {1 / r_meas:.3f} (no unit)")
for s in (3.0, 4.0, 6.0, 10.0):
    print(f"f if s_I = {s:.0f}: {(r_meas*s-1)/(s*s-1):.5f} (no unit)")
print(f"width error: {width_error:.1f} nm")
print(f"r range from width errors: {r_low:.4f} to {r_high:.4f}")
print(f"bound range: {f_max(r_low):.5f} to {f_max(r_high):.5f}")
print(f"largest bound error vs minimization: {bound_error:.1e}")
print(f"random histories with r < 1 tested: {tested_histories}")
print(f"steady s_I*s_V with vacancy source: {sourced_product:.4f}")
print(f"synthetic: true f: {f_true:.3f}")
print(f"synthetic: s_I at start: {s_start:.3f}")
print(f"synthetic: s_I at end: {s_injected(anneal):.3f}")
print(f"synthetic: mean s_I: {mean_i:.4f}")
print(f"synthetic: mean s_V: {mean_v:.4f}")
print(f"synthetic: product of means: {mean_i * mean_v:.4f}")
print(f"synthetic: r from averages: {r_average:.5f}")
print(f"synthetic: r from profiles: {r_fine:.5f}")
print(f"synthetic: r shift on refinement: {mesh_shift:.1e}")
print(f"synthetic: bound on f: {f_max(r_fine):.5f}")
print(f"supersaturation decay length: {decay_length / 1000:.0f} um")
print(f"r shift from depth variation: {r_depth - r_fine:.1e}")
print(f"recombination lag time: {lag_time / hour:.1f} h")
print(f"lag: product of means: {lag_product:.4f}")
print(f"lag: least instantaneous product: {lag_min_product:.4f}")
print(f"lag: r and bound: {r_lag:.5f}, {f_max(r_lag):.5f}")
print(f"activation energy, mismatch: {activation:.1f} eV, {mismatch:.0f} K")
print(f"thermal factor on r: {thermal_factor:.4f}")
print(f"bound with thermal factor: {f_max(r_meas*thermal_factor):.5f}")
print(f"marker dose: {dose:.1e} cm^-2")
print(f"peak Sb, rough n_i: {peak:.2e}, {n_intrinsic:.1e} cm^-3")
print(f"largest n/n_i: {fermi_factor:.4f}")
print(f"bound with n/n_i factor on r: {f_max(r_meas*fermi_factor):.5f}")
print(f"bound if sink gives P = {sink_product:.1f}: {sink_bound:.5f}")
print(f"marker depth, start and end: {marker_depth:.0f}, {final_depth:.0f} nm")
print(f"oxide, Si used per oxide: {oxide:.0f} nm, {consumed_fraction:.2f}")
print(f"marker tail beyond surface: {tail:.1e} of dose")
print("done: every assertion held")
```

Running it gives:

```
temperature: 1000 C
anneal time: 5.0 h
marker width, initial: 30.0 nm
marker width, inert: 60.0 nm
marker width, oxidized: 45.0 nm
inert variance growth: 2700 nm^2
oxidized variance growth: 1125 nm^2
inert diffusivity: 7.500e-16 cm^2/s
diffusivity ratio r: 0.4167 (no unit)
upper bound on f: 0.04547 (no unit)
upper bound on f: 4.55 percent
small-r estimate r^2/4: 0.04340 (no unit)
s_I at which bound is reached: 4.582 (no unit)
least s_I allowed, 1/r: 2.400 (no unit)
f if s_I = 3: 0.03125 (no unit)
f if s_I = 4: 0.04444 (no unit)
f if s_I = 6: 0.04286 (no unit)
f if s_I = 10: 0.03199 (no unit)
width error: 1.0 nm
r range from width errors: 0.3533 to 0.4830
bound range: 0.03224 to 0.06218
largest bound error vs minimization: 6.7e-15
random histories with r < 1 tested: 7705
steady s_I*s_V with vacancy source: 1.2198
synthetic: true f: 0.030
synthetic: s_I at start: 6.000
synthetic: s_I at end: 4.195
synthetic: mean s_I: 4.7782
synthetic: mean s_V: 0.2112
synthetic: product of means: 1.0091
synthetic: r from averages: 0.34820
synthetic: r from profiles: 0.34820
synthetic: r shift on refinement: -5.6e-08
synthetic: bound on f: 0.03129
supersaturation decay length: 10 um
r shift from depth variation: 1.4e-06
recombination lag time: 0.5 h
lag: product of means: 1.0697
lag: least instantaneous product: 0.9896
lag: r and bound: 0.36050, 0.03362
activation energy, mismatch: 4.0 eV, 2 K
thermal factor on r: 1.0589
bound with thermal factor: 0.05129
marker dose: 5.0e+12 cm^-2
peak Sb, rough n_i: 6.65e+17, 1.0e+19 cm^-3
largest n/n_i: 1.0338
bound with n/n_i factor on r: 0.04876
bound if sink gives P = 0.9: 0.05081
marker depth, start and end: 500, 412 nm
oxide, Si used per oxide: 200 nm, 0.44
marker tail beyond surface: 3.3e-12 of dose
done: every assertion held
```
